# Interface-state density from a continuum conductance peak

**Question**

I am stuck on an exercise about the conductance method for a metal-oxide-silicon capacitor. The capacitor is on n-type silicon, biased in depletion. The interface states form a continuum in energy, and the peak of $G_p/\omega$ against frequency is $0.10\ \mu\mathrm{F/cm^2}$. I have to find the density of interface states per unit area and energy.

Dividing by the elementary charge gives $6.2\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$. If I treat the states as one series $RC$ branch, the peak is half the trap capacitance, and I get twice that. A friend says that neither is right for a continuum and that the factor is a strange number near 2.5. Where does it come from? Is $G_p$ the conductance that the meter shows? And how far can I trust the answer for a real oxide?

**Answer**

Your friend is right about the factor, provided that the surface potential is the same everywhere under the gate. The number comes from adding up states that respond at different speeds. $G_p$ is not the meter reading: the oxide capacitance has to be removed first.

**One energy level**

I use atomic units in the algebra, so $e=1$, and phasors that vary as $e^{j\omega t}$. Let $f$ be the probability that a state at energy $E$ holds an electron. In depletion on n-type silicon, I let the states exchange electrons with the conduction band and neglect holes. Then

$$\frac{df}{dt}=c\,n\,(1-f)-e_n f .$$

Here $n$ is the electron density at the surface, $c$ is the capture coefficient and $e_n$ is the emission rate. Without a signal, $n=n_s$ and $f=f_0$, and capture balances emission:

$$e_n=c\,n_s\,\frac{1-f_0}{f_0},\qquad f_0=\frac{1}{1+e^{(E-E_F)/kT}} .$$

Any spin degeneracy of the level is absorbed in $E$. A small signal $\delta\psi$ in the surface potential moves the level and the band edge together. The energy needed for emission does not change, so $e_n$ stays constant while $n$ varies.

Put $n=n_s+\delta n$ and $f=f_0+\delta f$, and keep first-order terms:

$$j\omega\,\delta f=c\,(1-f_0)\,\delta n-(c\,n_s+e_n)\,\delta f .$$

The balance condition gives $c\,n_s+e_n=c\,n_s/f_0$. Therefore

$$\delta f=\frac{c\,(1-f_0)\,\delta n}{j\omega+c\,n_s/f_0}.$$

Multiply numerator and denominator by $f_0/(c\,n_s)$ and define $\tau=1/(c\,n_s)$:

$$\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{\delta n}{n_s}.$$

The conduction electrons are assumed to stay in equilibrium with the bulk and to be nondegenerate. Then $n\propto e^{\psi/kT}$, so $\delta n/n_s=\delta\psi/kT$.

The denominator shows that a level has its own response time, $\tau f_0$. For $N$ states per area at one energy, the admittance is

$$Y_1=j\omega N\frac{\delta f}{\delta\psi}=\frac{j\omega C_1}{1+j\omega\tau f_0},\qquad C_1=\frac{N f_0(1-f_0)}{kT}.$$

The sign is positive because a rise in surface potential draws electrons from the bulk into the states, which is a conventional current from the surface to the bulk. The real part divided by $\omega$ is $C_1\,\omega\tau f_0/[1+(\omega\tau f_0)^2]$. It peaks at $C_1/2$, which is your $RC$ result.

**The continuum**

Now let there be $D$ states per area and energy, with $D$ and $c$ constant over several $kT$ around the Fermi level. Summing over energy gives

$$Y=j\omega D\int\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{dE}{kT}.$$

Differentiating the Fermi function gives $df_0/dE=-f_0(1-f_0)/kT$. The integration variable can therefore be $f_0$ itself. It runs from nearly 1 deep in the gap to nearly 0 near the conduction band, and the minus sign reverses the limits:

$$Y=j\omega D\int_0^1\frac{df_0}{1+j\omega\tau f_0}
=\frac{D}{\tau}\ln(1+j\omega\tau).$$

With $x=\omega\tau$, the logarithm is $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$. The real part of $Y$ is $G_p$, and the imaginary part is $\omega C_{it}$, so

$$\frac{G_p}{\omega}=D\,\frac{\ln(1+x^2)}{2x},\qquad C_{it}=D\,\frac{\arctan x}{x}.$$

At low frequency, $C_{it}\to D$ and $G_p/\omega\to Dx/2$: the states follow the signal and little energy is lost per cycle. At high frequency, $C_{it}\to\pi D/(2x)$ and $G_p/\omega\to D\ln x/x$: most states cannot follow. The energy lost per cycle, which is proportional to $G_p/\omega$ at fixed signal amplitude, is largest in between.

As a test of the linear theory, the nonlinear rate equation was integrated in time at $x=1.98$, with a surface signal of amplitude $0.02\,kT/e$. Its loss agreed with the formula to within 0.1%.

**The peak factor**

Let $g(x)=\ln(1+x^2)/(2x)$. Then

$$g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=0
\quad\Rightarrow\quad \ln(1+x^2)=\frac{2x^2}{1+x^2}.$$

Set $z=1/(1+x^2)$. The left side becomes $-\ln z$ and the right side becomes $2(1-z)$. Exponentiating $\ln z=2z-2$ gives

$$z\,e^{-2z}=e^{-2}\quad\Rightarrow\quad(-2z)\,e^{-2z}=-2e^{-2}.$$

This is the defining equation of the Lambert function, $We^W=-2e^{-2}$, with $W=-2z$. One real solution is $W=-2$, which means $z=1$ and $x=0$. The other lies on the principal branch:

$$z=-\tfrac12W_0(-2e^{-2})=0.2032,\qquad x=\sqrt{1/z-1}=1.980 .$$

Since $g$ is positive and vanishes at both ends of the frequency axis, this one remaining stationary point is the maximum. Using the stationarity condition to remove the logarithm,

$$g_{\max}=\frac{x}{1+x^2}=\sqrt{z(1-z)}=0.4024 .$$

The inverse is 2.485, your friend's number.

**Your exercise**

Outside atomic units, the capacitance per area is $e^2$ times the density per joule. One electronvolt is the elementary charge times one volt, so one factor of $e$ is used up if $D$ is counted per electronvolt. What remains is division by the charge in coulombs:

$$D=\frac{2.485\times0.10\times10^{-6}}{1.602\times10^{-19}}\ \mathrm{cm^{-2}\,eV^{-1}}
=1.55\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}} .$$

To two figures this is $1.6\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$. In atomic units it is $1.18\times10^{-3}$ states per hartree and square bohr.

Your factor of 2 would be correct for a single response time, but it would then give $C_1$, not the density of a continuum. The continuum has a lower peak for the same total low-frequency capacitance because its levels do not all reach their maximum loss at one frequency.

**What the meter shows**

The meter sees the oxide in series with the silicon. Write its reading per area as $Y_m=G_m+j\omega C_m$, and let $Y_p=G_p+j\omega(C_D+C_{it})$, where $C_D$ is the depletion capacitance. If other series elements are negligible,

$$\frac1{Y_m}=\frac1{j\omega C_{ox}}+\frac1{Y_p}
\quad\Rightarrow\quad
Y_p=\frac{j\omega C_{ox}(G_m+j\omega C_m)}{-G_m+j\omega(C_{ox}-C_m)}.$$

Multiply numerator and denominator by the complex conjugate of the denominator. In the numerator, the imaginary part of

$$(G_m+j\omega C_m)\,[-G_m-j\omega(C_{ox}-C_m)]$$

is $-\omega G_m(C_{ox}-C_m)-\omega C_mG_m=-\omega G_mC_{ox}$. The prefactor $j\omega C_{ox}$ turns this into the real part $\omega^2C_{ox}^2G_m$. Hence

$$\frac{G_p}{\omega}=\frac{\omega G_mC_{ox}^2}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

You do not need $C_D$, because it adds to the imaginary part of $Y_p$ and leaves the real part alone.

For an example, take a 5.0 nm oxide at 300 K, a doping of $10^{16}\ \mathrm{cm^{-3}}$ and a band bending of 0.20 V. The surface electron density is

$$n_s=10^{16}\,e^{-0.20/0.02585}\ \mathrm{cm^{-3}}=4.37\times10^{12}\ \mathrm{cm^{-3}} .$$

With a capture cross section of $10^{-15}\ \mathrm{cm^2}$ and a thermal velocity of $10^7\ \mathrm{cm/s}$, $c$ is their product, and

$$\tau=\frac{1}{10^{-15}\times10^7\times4.37\times10^{12}}\ \mathrm{s}=22.9\ \mu\mathrm{s},
\qquad \frac{\omega_{peak}}{2\pi}=\frac{1.980}{2\pi\tau}=13.8\ \mathrm{kHz}.$$

The Fermi level at the surface lies 0.405 eV below the conduction band, so the density refers to states near that energy.

Here $C_{ox}=0.691\ \mu\mathrm{F/cm^2}$ and, in the depletion approximation, $C_D=0.064\ \mu\mathrm{F/cm^2}$. The uncorrected $G_m/\omega$ peaks at $0.061\ \mu\mathrm{F/cm^2}$, although the true $G_p/\omega$ peak is 0.100 in the same unit. Using the raw peak would give $9.5\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, which is 39% below the density in the model. Solving Poisson's equation without the depletion approximation gives $C_D=0.069\ \mu\mathrm{F/cm^2}$ and shifts these figures slightly, to 0.060, $9.4\times10^{11}$ and 40%.

**When the surface is not uniform**

Charges in and near the oxide can make the surface potential vary from place to place. Treat the surface as patches in parallel, each with the same signal $\delta\psi$ and the same $D$. A patch whose potential is higher by $u$ has $n_s$ multiplied by $e^{u/kT}$ and $\tau$ divided by it. Its loss curve keeps its shape but shifts in frequency.

No patch can contribute more than $0.4024D$ at any frequency, so the average cannot exceed that either. Under these assumptions, the uniform-surface formula gives a lower limit on $D$. The next table shows Gaussian fluctuations with the stated standard deviation. The measured peak is held at $0.10\ \mu\mathrm{F/cm^2}$, and the last column is the height at five times the peak frequency, relative to the peak.

| Model | Peak factor | Density ($10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$) | Height at 5× |
|---|---:|---:|---:|
| Single time constant | 0.500 | 1.25 | 0.385 |
| Uniform continuum | 0.402 | 1.55 | 0.577 |
| Continuum, 25 mV | 0.329 | 1.90 | 0.683 |
| Continuum, 50 mV | 0.242 | 2.58 | 0.819 |

For the first row, the density column means $C_1$ in the same unit. The last column helps you choose among these models: a peak height alone cannot do it. A large value there does not prove that the potential fluctuates, because a capture coefficient that rises with energy also broadens the curve.

There is also a route that avoids the fluctuation width. Integrate the uniform curve over the logarithm of frequency, using $d\ln x=dx/x$ and integration by parts:

$$\int_0^\infty\frac{\ln(1+x^2)}{2x^2}\,dx
=\left[-\frac{\ln(1+x^2)}{2x}\right]_0^\infty+\int_0^\infty\frac{dx}{1+x^2}
=\frac{\pi}{2}.$$

The bracket vanishes at both ends. Shifting a curve along the logarithmic axis does not change its area, so in this patch model

$$D=\frac{2}{\pi}\int_{-\infty}^{\infty}\frac{G_p}{\omega}\,d\ln\omega .$$

Numerical integration gives an area of $1.5708\,D$ both for the uniform surface and for the 50 mV case. The price is a wide frequency range. For a uniform surface, stopping at a large value $x=X$ loses an area of about $D(\ln X+1)/X$, which follows from integrating the tail $D\ln x/x$. In the example, stopping at 1 MHz ($X=144$) loses 2.6% of the area for a uniform surface and 7% for the 50 mV case. Series resistance matters more for the area than for the peak: an uncorrected $0.10\ \Omega\,\mathrm{cm^2}$ adds about 1% to the area up to $X=144$ and about 5% up to $X=1000$, and the excess keeps growing with frequency, so it has to be removed first.

**How this compares with a real oxide**

The device values above are rough typical ones for a thermal oxide on silicon before a hydrogen anneal. A density near $10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$ is plausible there, but it would be high for a well-annealed interface, where the rough scale is $10^{10}$ in the same unit. Real interfaces break the assumption of a uniform surface potential. In the two cases tabulated, this raises the inferred density by 22% and 66% relative to the uniform result. Those widths are illustrative, and your exercise does not supply one.

The other effects estimated here are smaller for this example:

- **Sloping density.** If $D$ rises with energy by a factor $e$ per 0.2 eV, the peak is 2.4% below that for a constant density equal to $D(E_F)$. If it falls at the same rate, the peak is 7.4% above it.
- **Signal size.** A surface amplitude of 10 mV lowers the loss by 1.3% at $x=1.98$, relative to the small-signal value.
- **Series resistance.** An uncorrected $0.10\ \Omega\,\mathrm{cm^2}$ raises the extracted peak by 0.3%.
- **Holes and degeneracy.** The hole density at the surface is about $5\times10^{-6}$ of the electron density, so hole exchange is negligible if the capture coefficients are comparable. The electron density is about $2\times10^{-7}$ of the conduction-band effective density of states, so Boltzmann statistics are safe.
- **Oxide field and leakage.** Adding the depletion charge to that of 0.5 eV of charged states gives a field of about 0.4 MV/cm, well below the rough breakdown scale of 10 MV/cm. Even with the Fermi level placed at the conduction-band edge, which greatly overstates the supply of electrons at this depleted surface, a rough estimate puts direct tunnelling conductance near $10^{-14}$ of the trap conductance. This does not cover leakage through oxide defects.

Temperature acts differently. With the band bending, cross section and $D$ held fixed, going from 300 K to 350 K moves the peak from 13.8 to about 45 kHz, because the surface electron density triples and the thermal velocity, taken as proportional to $\sqrt T$, rises by 8%. In this model the peak height stays at $0.4024D$. An uncertain capture cross section likewise moves the peak in frequency without changing the density you infer from its height, as long as it is the same for all the states that respond. If it varies with energy, the height and shape of the peak change too, by amounts comparable to those in the table. For $c\propto e^{aE/kT}$ the peak factor is 0.343 at $a=0.25$, 0.292 at $a=0.5$ and 0.453 at $a=-0.25$, against 0.402 for constant $c$. In the last case the factor 2.485 overestimates $D$, so the lower limit found above also needs $c$ to be constant.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Peak position omega*tau: 1.9803
Lambert variable z: 0.2032
Peak factor: 0.4024; inverse: 2.4853
Given peak Gp/omega: 0.10 uF/cm^2 = 4.7560e-04 a.u.
Elementary charge: 1.6022e-19 C
Peak / charge: 6.2415e+11 1/(cm^2 eV)
D, continuum: 1.551e+12 1/(cm^2 eV)
D, continuum: 1.1820e-03 a.u.; 1.551e-04 1/(A^2 eV)
D if single time constant: 1.248e+12 1/(cm^2 eV)
Temperature: 300 K; kT: 0.02585 eV
Oxide thickness: 5.0 nm
Relative permittivities oxide, Si: 3.9, 11.7
Doping: 1.0e+16 1/cm^3; band bending: 0.20 V
Cross section: 1.0e-15 cm^2
Thermal velocity: 1.0e+07 cm/s
Surface electron density: 4.367e+12 1/cm^3
tau: 22.90 us; peak frequency: 13.76 kHz
Fermi level below conduction edge: 0.405 eV
Oxide capacitance: 0.6906 uF/cm^2
Depletion capacitance: 0.0644 uF/cm^2
Recovered Gp/omega peak: 0.1000 uF/cm^2
Raw Gm/omega peak: 0.0610 uF/cm^2
D wrongly read from raw peak: 9.467e+11 1/(cm^2 eV)
Height at 5 x peak frequency, continuum: 0.577 of peak
Height at 5 x peak frequency, single: 0.385 of peak
Fluctuation 25 mV: peak factor 0.3293
  implied D: 1.895e+12 1/(cm^2 eV)
  height at 5 x peak frequency: 0.683 of peak
Fluctuation 50 mV: peak factor 0.2418
  implied D: 2.581e+12 1/(cm^2 eV)
  height at 5 x peak frequency: 0.819 of peak
Area over ln(omega) / D, uniform: 1.57080
Area over ln(omega) / D, 50 mV: 1.57080
Peak change, D rising e-fold per 0.2 eV: -2.41 %
Peak change, D falling e-fold per 0.2 eV: +7.35 %
Loss change, 10 mV surface amplitude: -1.31 %
Series resistance: 0.10 ohm cm^2
Peak change from series resistance: +0.27 %
Assumed Nc: 2.8e+19, ni: 1.0e+10 1/cm^3
Hole/electron density at surface: 5.2e-06
Surface density / Nc (degeneracy): 1.6e-07
Oxide field with 0.5 eV of charged states: 0.43 MV/cm
Tunnel barrier: 3.1 eV; mass: 0.4 electron masses
Tunnelling probability: 1.7e-25
Leakage / trap conductance, rough: 8.1e-15
Peak frequency at 350 K, same bending: 44.89 kHz
```
